# Coherent, Fock and cat states in a damped cavity mode

## Problem

A single optical cavity mode, with no resonant molecules in it, has angular frequency $\omega$ and annihilation operator $a$. It leaks photons into an empty environment. Its density operator obeys

$$
\frac{d\rho}{dt}=-i\omega[a^\dagger a,\rho]+\kappa\left(a\rho a^\dagger-\tfrac12a^\dagger a\rho-\tfrac12\rho a^\dagger a\right). \tag{1}
$$

This equation assumes weak damping, $\kappa\ll\omega$, an environment without memory, and a negligible thermal photon number.

(a) Show that the mean photon number decays at the rate $\kappa$, whatever the initial state.

(b) Find how the operator $|\alpha\rangle\langle\beta|$ evolves, where $|\alpha\rangle$ and $|\beta\rangle$ are coherent states. Deduce what happens to an initial coherent state.

(c) Find the photon-number distribution at time $t$ if the mode starts in the Fock state $|n\rangle$.

(d) The mode starts in a cat state, $|C_\pm\rangle=N_\pm(|\alpha\rangle\pm|-\alpha\rangle)$. Find how the coherence between its two components decays, and the initial rate of that decay. Is this rate fixed by the mean photon number of the cat?

(e) Find the initial decay rate of the photon-number parity of the cat, and follow the parity of the even cat to late times.

(f) Evaluate the results for $\hbar\omega=2$ eV, $\hbar\kappa=10$ meV, a temperature of 300 K, $\alpha=2$ and $n=4$.

## Solution

### (a) Energy decay

Multiply (1) by $\hat n=a^\dagger a$ and take the trace. The commutator contributes nothing, because $\hat n$ commutes with itself. In the first damping term, cyclic permutation gives

$$
\mathrm{Tr}(\hat n\,a\rho a^\dagger)=\langle a^\dagger\hat n a\rangle=\langle a^\dagger a^\dagger aa\rangle=\langle\hat n^2-\hat n\rangle ,
$$

where the last step uses $a^\dagger a=aa^\dagger-1$. The other two terms give $-\tfrac12\langle\hat n^2\rangle$ each. Hence

$$
\frac{d\langle\hat n\rangle}{dt}=-\kappa\langle\hat n\rangle,\qquad \langle\hat n\rangle_t=\eta\,\langle\hat n\rangle_0,\qquad \eta=e^{-\kappa t}. \tag{2}
$$

So $\kappa$ is the energy decay rate. If damping is specified instead by the amplitude rate $\gamma=\kappa/2$, every $\kappa$ below becomes $2\gamma$.

### (b) Coherent states

It is convenient to postpone normalization. Define

$$
\|\alpha\rangle=e^{\alpha a^\dagger}|0\rangle=\sum_{n}\frac{\alpha^n}{\sqrt{n!}}|n\rangle,\qquad |\alpha\rangle=e^{-|\alpha|^2/2}\|\alpha\rangle .
$$

These vectors satisfy $a\|\alpha\rangle=\alpha\|\alpha\rangle$ and $\langle\beta\|a^\dagger=\beta^*\langle\beta\|$. If $\alpha$ depends on time, differentiating the exponential gives $d\|\alpha_t\rangle/dt=\dot\alpha_t a^\dagger\|\alpha_t\rangle$.

Try a solution $gM$, with a number $g(t)$ and $M=\|\alpha_t\rangle\langle\beta_t\|$. The left side of (1) becomes

$$
\dot g\,M+g\dot\alpha_t\,a^\dagger M+g\dot\beta_t^*\,Ma .
$$

For the right side, use $a^\dagger aM=\alpha_ta^\dagger M$, $Ma^\dagger a=\beta_t^*Ma$ and $aMa^\dagger=\alpha_t\beta_t^*M$:

$$
g\left[-i\omega(\alpha_ta^\dagger M-\beta_t^*Ma)+\kappa\alpha_t\beta_t^*M-\tfrac{\kappa}{2}\alpha_ta^\dagger M-\tfrac{\kappa}{2}\beta_t^*Ma\right].
$$

The two sides agree if the coefficients of $a^\dagger M$, $Ma$ and $M$ agree separately:

$$
\dot\alpha_t=-\left(i\omega+\tfrac{\kappa}{2}\right)\alpha_t,\qquad
\dot\beta_t^*=\left(i\omega-\tfrac{\kappa}{2}\right)\beta_t^*,\qquad
\dot g=\kappa\alpha_t\beta_t^*g .
$$

The second equation is the complex conjugate of the first with $\beta$ in place of $\alpha$, so the trial form is consistent. Its solution is

$$
\alpha_t=\alpha e^{-i\omega t-\kappa t/2},\qquad \beta_t=\beta e^{-i\omega t-\kappa t/2}.
$$

In the product $\alpha_t\beta_t^*=\alpha\beta^*e^{-\kappa t}$ the optical phases cancel. With $g(0)=1$,

$$
\ln g=\kappa\alpha\beta^*\int_0^te^{-\kappa s}ds=\alpha\beta^*(1-\eta).
$$

Therefore

$$
\|\alpha\rangle\langle\beta\|\;\longrightarrow\;e^{\alpha\beta^*(1-\eta)}\,\|\alpha_t\rangle\langle\beta_t\| . \tag{3}
$$

Now restore the normalization. The initial operator carries a factor $e^{-(|\alpha|^2+|\beta|^2)/2}$. Writing the final vectors in normalized form supplies $e^{+\eta(|\alpha|^2+|\beta|^2)/2}$, since $|\alpha_t|^2=\eta|\alpha|^2$. Collecting exponents,

$$
|\alpha\rangle\langle\beta|\;\longrightarrow\;
\exp\left\{(1-\eta)\left[\alpha\beta^*-\tfrac12|\alpha|^2-\tfrac12|\beta|^2\right]\right\}|\alpha_t\rangle\langle\beta_t| . \tag{4}
$$

The square bracket is the exponent of the overlap $\langle\beta|\alpha\rangle$.

For $\beta=\alpha$ the bracket vanishes, and

$$
|\alpha\rangle\langle\alpha|\;\longrightarrow\;|\alpha_t\rangle\langle\alpha_t| .
$$

The coherent state remains a pure coherent state. Its amplitude spirals towards zero at the rate $\kappa/2$, and its energy decays at the rate $\kappa$, in agreement with (2). Two properties together give this result. Removing a photon multiplies a coherent state by a number and leaves the state itself unchanged. Between losses, the terms of (1) that contain $a^\dagger a$ act on the state through $e^{-(i\omega+\kappa/2)\hat nt}$, which turns $\|\alpha\rangle$ into $\|\alpha_t\rangle$ and so only changes the amplitude. The first property would not suffice alone: a coherent state is also an eigenstate of $a^2$, yet it does not stay pure if photons are lost in pairs.

This depends on the form of (1). A warm environment would excite the vacuum, which is the coherent state with $\alpha=0$. Pure dephasing would reduce $|\langle a\rangle|$ without changing $\langle\hat n\rangle$, whereas a coherent state requires $|\langle a\rangle|^2=\langle\hat n\rangle$. In both cases the state would cease to be coherent.

### (c) Fock states

Equation (3) also contains the Fock states. Expand its left side in powers of $\alpha$ and $\beta^*$. The coefficient of $\alpha^n\beta^{*n}$ is $|n\rangle\langle n|/n!$. The right side is

$$
\sum_{k}\frac{(\alpha\beta^*)^k(1-\eta)^k}{k!}\sum_{m,m'}\frac{\alpha_t^m\beta_t^{*m'}}{\sqrt{m!\,m'!}}|m\rangle\langle m'| .
$$

To obtain $\alpha^n\beta^{*n}$ one needs $k+m=n$ and $k+m'=n$. Hence $m'=m$ and $k=n-m$, and $\alpha_t^m\beta_t^{*m}=\eta^m(\alpha\beta^*)^m$. Equating coefficients and multiplying by $n!$,

$$
|n\rangle\langle n|\;\longrightarrow\;\sum_{m=0}^{n}P_m|m\rangle\langle m|,\qquad
P_m=\binom{n}{m}\eta^m(1-\eta)^{n-m}. \tag{5}
$$

This can be confirmed without the series. The element $\langle m|a\rho a^\dagger|m\rangle$ equals $(m+1)P_{m+1}$, so the diagonal of (1) reads

$$
\frac{dP_m}{dt}=\kappa\left[(m+1)P_{m+1}-mP_m\right]. \tag{6}
$$

Differentiating (5) with $\dot\eta=-\kappa\eta$ gives

$$
\frac{dP_m}{dt}=-\kappa mP_m+\kappa(n-m)\binom nm\eta^{m+1}(1-\eta)^{n-m-1}.
$$

Since $(n-m)\binom nm=(m+1)\binom n{m+1}$, the last term is $\kappa(m+1)P_{m+1}$, as (6) requires. An off-diagonal element $\rho_{mm'}$ is fed by $\rho_{m+1,m'+1}$ alone, so off-diagonal elements that start at zero stay zero. Only the levels up to $n$ take part, and this finite set of linear equations has a unique solution.

The distribution is that of $n$ photons which each survive independently with probability $\eta$. The initial Fock state itself has probability $P_n=e^{-n\kappa t}$, so it is left at the rate $n\kappa$, although the energy decays at the rate $\kappa$. At intermediate times the state is a mixture; at late times it becomes the pure vacuum.

### (d) Coherence of the cat

Write $x=|\alpha|^2$. The overlap of the components is $\langle-\alpha|\alpha\rangle=e^{-2x}$, so normalization requires $N_\pm^2=1/[2(1\pm e^{-2x})]$. The initial density operator has four terms, and (4) applies to each. The two terms with equal labels keep their weight. For $\beta=-\alpha$ the bracket in (4) is $-x-\tfrac12x-\tfrac12x=-2x$. Thus

$$
\rho(t)=N_\pm^2\Big[|\alpha_t\rangle\langle\alpha_t|+|-\alpha_t\rangle\langle-\alpha_t|
\pm D\big(|\alpha_t\rangle\langle-\alpha_t|+|-\alpha_t\rangle\langle\alpha_t|\big)\Big],
$$

$$
D(t)=e^{-2|\alpha|^2(1-\eta)} . \tag{7}
$$

Here "coherence" means $D$, the magnitude of the cross-term weight relative to the weight of either component. Its derivative is $\dot D=-2\kappa|\alpha|^2\eta D$, and at $t=0$, where $\eta=D=1$,

$$
-\dot D(0)=2\kappa|\alpha|^2 . \tag{8}
$$

The photon number in this rate is that of one component. The cat has a different mean. Acting with $a$ gives

$$
a|C_\pm\rangle=\alpha N_\pm(|\alpha\rangle\mp|-\alpha\rangle)=\alpha\frac{N_\pm}{N_\mp}|C_\mp\rangle , \tag{9}
$$

and the squared norm of this vector is the mean photon number:

$$
\bar n_\pm=x\,\frac{1\mp e^{-2x}}{1\pm e^{-2x}},\qquad
\bar n_+=x\tanh x,\qquad \bar n_-=x\coth x . \tag{10}
$$

The statement that coherence is lost at $2\kappa$ times the mean photon number is therefore accurate for well-separated components, $e^{-2x}\ll1$, where $\bar n_\pm\approx x$. For a small cat it fails if the mean is taken over the cat itself.

Nor is the decay a single exponential. For $\kappa t\ll1$, $1-\eta\approx\kappa t-\tfrac12(\kappa t)^2$, so $D\approx e^{-2\kappa xt}$ as long as $x(\kappa t)^2\ll1$ as well. Later the components have less energy left to lose, and $D$ levels off at $e^{-2x}$. The time at which $D=1/e$ follows from $2x(1-e^{-\kappa t})=1$:

$$
t_{1/e}=-\frac1\kappa\ln\left(1-\frac1{2x}\right),\qquad x>\tfrac12 . \tag{11}
$$

For $x\le\tfrac12$ this value is not reached at any finite time. For $x\gg1$ the logarithm reduces (11) to $1/(2\kappa x)$.

### (e) Parity of the cat

The parity $\Pi=(-1)^{\hat n}$ is $+1$ in the even cat and $-1$ in the odd cat. By (9), loss of one photon turns one cat into the other. Because $a$ changes the photon number by one, $\Pi a=-a\Pi$, and so $a^\dagger\Pi a=-\hat n\Pi$. Parity commutes with $\hat n$, so the commutator in (1) drops out and

$$
\frac{d\langle\Pi\rangle}{dt}=\kappa\left(-\langle\hat n\Pi\rangle-\tfrac12\langle\hat n\Pi\rangle-\tfrac12\langle\hat n\Pi\rangle\right)=-2\kappa\langle\hat n\Pi\rangle . \tag{12}
$$

At $t=0$ the cat is an eigenstate of $\Pi$ with eigenvalue $\pm1$, and the slope is $\mp2\kappa\bar n_\pm$. The magnitude of the parity thus decays at the initial rate $2\kappa\bar n_\pm$. Here the mean photon number of the cat itself does enter, for any $x>0$.

The limit $x\to0$ shows why the two rates must be distinguished. The odd cat then becomes the one-photon state, and $\bar n_-\to1$. From (5) with $n=1$, $\langle\Pi\rangle=P_0-P_1=1-2\eta$, whose initial slope is $2\kappa$, as (12) requires. The rate (8) tends to zero instead, because $D$ compares components that have become almost parallel vectors.

For the even cat at later times, use $\Pi|\alpha_t\rangle=|-\alpha_t\rangle$. Each equal-label term in $\rho(t)$ contributes $\langle\alpha_t|-\alpha_t\rangle=e^{-2x\eta}$ to the trace with $\Pi$, and each cross term contributes $D$. Hence

$$
\langle\Pi\rangle_t=\frac{e^{-2x\eta}+e^{-2x(1-\eta)}}{1+e^{-2x}}
=\frac{\cosh[x(1-2\eta)]}{\cosh x}, \tag{13}
$$

where the second form follows on multiplying numerator and denominator by $e^x$. The parity falls to its minimum $1/\cosh x$ at $\eta=\tfrac12$ and then rises to 1, because the final vacuum is even. This late rise comes from $e^{-2x\eta}$, the growing overlap of the components, while $D$ continues to fall. Parity is therefore a measure of the coherence only while that overlap is small compared with $D$.

Parity also gives the purity. The operator $\rho(t)$ is unchanged when $\alpha_t$ and $-\alpha_t$ are exchanged, so it has no elements between the even and the odd combination of $|\pm\alpha_t\rangle$. It is a mixture of these two orthogonal states with probabilities $(1\pm\langle\Pi\rangle)/2$, and

$$
\mathrm{Tr}\rho^2=\tfrac12\left(1+\langle\Pi\rangle^2\right). \tag{14}
$$

### (f) Numbers

The thermal photon number at 300 K is $2.5\times10^{-34}$, so an empty environment is a sound assumption. The ratio $\kappa/\omega=0.010/2=0.005$ is small. The loss energy corresponds to $\kappa=0.01519\ \mathrm{fs^{-1}}$, a photon lifetime $1/\kappa=65.8$ fs.

**Cat state.** With $x=4$, the initial coherence decay rate is

$$
2\kappa x=8\times0.01519\ \mathrm{fs^{-1}}=0.1215\ \mathrm{fs^{-1}},
$$

and its inverse is 8.23 fs. At that time $\eta=0.8825$ and

$$
D=e^{-8(1-0.8825)}=e^{-0.940}=0.391 .
$$

This lies above $1/e=0.368$ because the decay has already slowed. Equation (11) gives $t_{1/e}=0.1335\times65.82\ \mathrm{fs}=8.79$ fs. For the even cat the mean photon number at 8.23 fs is 3.53, compared with 4.00 initially. About 12% of the energy has gone, but 61% of the coherence. The average number of photons lost is about one half, and a single loss reverses the parity.

After one energy half-life, 45.6 fs, $\eta=\tfrac12$ and $D=e^{-4}=0.0183$. The two terms in the numerator of (13) are then equal, and the parity is 0.0366. Equation (14) gives a purity of $\tfrac12(1+0.0366^2)=0.5007$: the state is nearly an equal mixture of two pure states. At $t=3/\kappa=197$ fs, $D$ has fallen to 0.0005, on its way to the floor $e^{-8}=0.0003$, while the parity has risen to 0.672.

**Fock state.** At the half-life, (5) gives $P_m=\binom4m/16$:

$$
(P_0,P_1,P_2,P_3,P_4)=(0.0625,\;0.25,\;0.375,\;0.25,\;0.0625).
$$

The purity is $2(0.0625)^2+2(0.25)^2+(0.375)^2=0.273$. The coherent state at the same time has lost the same fraction of its energy, and its purity is still 1.

**A small cat.** For $x=0.5$ the coherence rate (8) is $1.00\,\kappa$ for both signs. The mean photon numbers are $\bar n_+=0.231$ and $\bar n_-=1.082$, so the parity rates are $0.462\,\kappa$ and $2.164\,\kappa$. For $x=4$ the means are 3.997 and 4.003, and each differs from $x$ by less than 0.1%.

**Range of validity.** The optical period is 2.07 fs, so the cat with $x=4$ loses its coherence over about four periods. The estimate $1/(2\kappa x)$ becomes shorter than one period when $x>65.82/(2\times2.068)\approx16$. Equation (1) requires the changes caused by damping to be slow compared with the optical period and also with the memory time of the environment. For larger cats in this cavity the first condition fails, and the initial rate (8) is a property of the model that should not be relied on. If the memory time of the environment is longer than one period, the second condition fails first, at a smaller $x$. In either case (8) describes the decay only over times longer than that memory time.

The formulas (4), (5), (7) and (13) and the energy decay (2) were tested against direct numerical propagation of (1) in a number basis, for $\omega/\kappa=0$ and 7. The initial rates were tested for $\omega/\kappa=7$: that of the coherence by propagation over short times, that of the parity by evaluating the right side of (1) at $t=0$. The optical frequency enters only through the phase of $\alpha_t$, so the coherences, parities and populations also hold at the ratio 200 used here. The values are listed in the numerical output.

## Values computed for the example and the checks

```
mode energy: 2.0 eV
loss energy hbar*kappa: 10.0 meV
temperature: 300 K
thermal photon number: 2.5e-34
optical period: 2.068 fs
kappa: 0.01519 1/fs
photon lifetime 1/kappa: 65.82 fs
alpha: 2.0; |alpha|^2: 4.0; Fock number: 4
initial coherence decay rate: 0.12154 1/fs
t = 1/(2 kappa |alpha|^2): 8.228 fs, kappa t = 0.12500
  eta = 0.88250, coherence D = 0.390618
  even-cat parity = 0.391346, photons = 3.52762
exact 1/e time: 8.789 fs, kappa t = 0.13353
  eta = 0.87500, coherence D = 0.367879
  even-cat parity = 0.368668, photons = 3.49765
energy half-life: 45.624 fs, kappa t = 0.69315
  eta = 0.50000, coherence D = 0.018316
  even-cat parity = 0.036619, photons = 1.99866
t = 3/kappa: 197.464 fs, kappa t = 3.00000
  eta = 0.04979, coherence D = 0.000500
  even-cat parity = 0.671737, photons = 0.19901
coherence floor exp(-2|alpha|^2): 0.000335
Fock n = 4 after one energy half-life:
  P_0 = 0.0625
  P_1 = 0.2500
  P_2 = 0.3750
  P_3 = 0.2500
  P_4 = 0.0625
purity at half-life, coherent: 1.00000
purity at half-life, Fock: 0.27344
purity at half-life, even cat: 0.50067
initial rates in units of kappa:
  |alpha|^2 = 0.5, even: nbar = 0.23106
    coherence rate = 1.0000, parity rate = 0.46212
  |alpha|^2 = 0.5, odd: nbar = 1.08198
    coherence rate = 1.0000, parity rate = 2.16395
  |alpha|^2 = 4.0, even: nbar = 3.99732
    coherence rate = 8.0000, parity rate = 7.99463
  |alpha|^2 = 4.0, odd: nbar = 4.00268
    coherence rate = 8.0000, parity rate = 8.00537
```
